# Averaging consistent and lumped mass matrices of linear finite elements

## Problem

An electron moves freely between hard walls at $x=0$ and $x=L$. In hartree atomic units ($\hbar=m_e=1$, lengths in bohr, energies in hartree),

$$-\tfrac12u''=Eu,\qquad u(0)=u(L)=0 .$$

Divide the box into $N$ elements of equal length $h=L/N$, with nodes $x_j=jh$, and write $u_h=\sum_j v_j\varphi_j$. The hat function $\varphi_j$ is linear on each element, equal to 1 at node $j$ and 0 at the other nodes. Multiplying the equation by $\varphi_i$ and integrating by parts gives

$$\tfrac12Kv=EMv,\qquad K_{ij}=\int\varphi_i'\varphi_j'\,dx .$$

The consistent mass matrix is $(M_c)_{ij}=\int\varphi_i\varphi_j\,dx$. The lumped matrix $M_l$ is diagonal and carries the row sums of $M_c$, taken before the two end nodes are removed. Let $M_a=\frac12(M_c+M_l)$.

1. Find the interior row (stencil) of $M_a$.
2. Find the energies for all three mass matrices and the leading relative error of each. Which mixtures $(1-w)M_c+wM_l$ remove the $h^2$ error?
3. Show that the consistent energies are upper bounds. Does this hold for $M_a$?
4. Evaluate the energies for $L=10$ bohr and $N=10$.

## Hints

**For 1.** Work on one element, then add the contributions of the two elements that meet at a node.

**For 2.** Try $v_j=\sin(j\theta)$. All the matrices act on it by multiplication.

**For 3.** Ask what $v^TMv$ means as an integral of $u_h$. Then compare $M_l-M_c$ with $K$. Losing the proof of a bound is not yet the same as violating the bound, so the sign of the error needs its own argument.

## Solution

### 1. The stencil

On one element, with $0\le s\le h$, the two hats are $1-s/h$ and $s/h$. Their integrals are

$$\int_0^h\frac{s^2}{h^2}ds=\frac h3,\qquad \int_0^h\frac sh\Big(1-\frac sh\Big)ds=\frac h2-\frac h3=\frac h6 .$$

Each row sums to $h/2$. The element matrices and their mean are therefore

$$M_c^e=\frac h6\begin{pmatrix}2&1\\1&2\end{pmatrix},\quad M_l^e=\frac h2\begin{pmatrix}1&0\\0&1\end{pmatrix},\quad M_a^e=\frac h{12}\begin{pmatrix}5&1\\1&5\end{pmatrix}.$$

An interior node belongs to two elements, so its diagonal entry doubles, while each neighbour is reached through one element:

$$M_c:\ \frac h6(1,4,1),\qquad M_l:\ h(0,1,0),\qquad M_a:\ \frac h{12}(1,10,1).$$

The slopes $\mp1/h$ give, in the same way, the stencil $(-1,2,-1)/h$ for $K$.

### 2. Energies and errors

Let $v_j=\sin(j\theta)$ with $\theta=n\pi/N$ and $n=1,\dots,N-1$. Then $v_0=v_N=0$, so the rows next to the walls obey the same rule as the others. Since $v_{j-1}+v_{j+1}=2\cos\theta\,v_j$,

$$Kv=\frac{2(1-\cos\theta)}h\,v,\qquad Mv=h\,m(\theta)\,v,$$

$$m_c=\frac{2+\cos\theta}3,\qquad m_l=1,\qquad m_a=\frac{5+\cos\theta}6 .$$

The discrete energies follow:

$$E_h=\frac{1-\cos\theta}{h^2m(\theta)} .$$

The $N-1$ values of $\theta$ give distinct eigenvalues of $K$, so these vectors form a complete set. As $\theta$ grows, $1-\cos\theta$ rises and $m$ does not rise, so $E_h$ increases with $n$. The $n$th discrete level thus belongs to the $n$th exact level $E=k^2/2$, where $k=n\pi/L$ and $\theta=kh$.

For the mixture, set $q=1-w$. Then

$$m=q\,\frac{2+\cos\theta}3+1-q=1-\frac q3(1-\cos\theta)=1-q\Big(\frac{\theta^2}6-\frac{\theta^4}{72}\Big)+O(\theta^6).$$

Using $1/(1-y)=1+y+y^2+\dots$,

$$\frac1m=1+\frac q6\theta^2+\Big(\frac{q^2}{36}-\frac q{72}\Big)\theta^4+O(\theta^6).$$

The other factor in $E_h/E$ is

$$\frac{2(1-\cos\theta)}{\theta^2}=1-\frac{\theta^2}{12}+\frac{\theta^4}{360}+O(\theta^6).$$

In the product, the $\theta^4$ coefficient collects $\frac1{360}$, the cross term $-\frac q{72}$, and $\frac{q^2}{36}-\frac q{72}$:

$$\frac{E_h}E=1+\frac{1-2w}{12}\theta^2+\Big[\frac1{360}-\frac{w(1-w)}{36}\Big]\theta^4+O(\theta^6).$$

The leading relative errors are $+\theta^2/12$ for $M_c$ ($w=0$) and $-\theta^2/12$ for $M_l$ ($w=1$). The $\theta^2$ term vanishes for $w=\frac12$ and for no other mixture. What remains is

$$\frac{E_a}E-1=\Big(\frac1{360}-\frac1{144}\Big)\theta^4+O(\theta^6)=-\frac{\theta^4}{240}+O(\theta^6).$$

Averaging the matrices differs from averaging the energies. Because $m_a=\frac12(m_c+m_l)$, it is the inverse energies that are averaged: $1/E_a=\frac12(1/E_c+1/E_l)$. The mean of the two energies would also lose its $\theta^2$ error, but its next error would be $+\theta^4/360$.

### 3. The upper bound

For the consistent matrix, $v^TKv=\int u_h'^2dx$ and $v^TM_cv=\int u_h^2dx$. The quotient

$$\frac{\frac12v^TKv}{v^TM_cv}=\frac{\frac12\int u_h'^2dx}{\int u_h^2dx}$$

is the true energy expectation value of $u_h$. By the min–max principle, the $n$th exact level is obtained by taking the largest quotient in each $n$-dimensional space of admissible functions and then minimizing over those spaces. The finite-element method minimizes over fewer spaces, so its minimum cannot be lower. Each consistent energy is an upper bound to the exact level of the same index.

For the averaged matrix, compare stencils:

$$M_l-M_c:\ \frac h6(-1,2,-1)\quad\Rightarrow\quad M_l-M_c=\frac{h^2}6K,\qquad M_a=M_c+\frac{h^2}{12}K .$$

Hence

$$v^TM_av=\int u_h^2dx+\frac{h^2}{12}\int u_h'^2dx .$$

The denominator is larger than $\int u_h^2dx$, which is called the norm of $u_h$ below. The quotient is no longer an energy expectation value, and the min–max argument does not apply.

To see whether the energies really fall below the exact ones, write $E_a<E$ as

$$\frac{12(1-\cos\theta)}{\theta^2(5+\cos\theta)}<1\quad\Longleftrightarrow\quad f(\theta)=\theta^2(5+\cos\theta)-12(1-\cos\theta)>0 .$$

In the power series of $f$, the constant term is $-12+12=0$ and the $\theta^2$ coefficient is $5+1-6=0$. For $p\ge2$ the coefficient of $\theta^{2p}$ is

$$\frac{(-1)^{p-1}}{(2p-2)!}+\frac{12(-1)^p}{(2p)!}=(-1)^{p-1}\frac{2p(2p-1)-12}{(2p)!} .$$

It vanishes for $p=2$, so

$$f(\theta)=\frac{\theta^6}{40}-\frac{11\,\theta^8}{10080}+\dots$$

From $p=3$ on the signs alternate. The magnitude of each term relative to the one before is

$$\theta^2\,\frac{(2p+2)(2p+1)-12}{(2p+2)(2p+1)\,[2p(2p-1)-12]}<\frac{\theta^2}{2p(2p-1)-12}\le\frac{\theta^2}{18},$$

which is below 1 for $0<\theta\le\pi$. An alternating series with decreasing terms has the sign of its first term, so $f>0$. Every averaged energy of this box lies below its exact level, and the upper-bound property is lost for all of them.

### 4. Numbers

With $h=1$ bohr, the ground state has $\theta=\pi/10=0.314159$ and exact energy $\pi^2/200=0.0493480$ hartree. The lumped energy is $1-\cos\theta=0.0489435$ hartree. Since $m_c=1-\frac13(1-\cos\theta)$ and $m_a=1-\frac16(1-\cos\theta)$,

$$E_c=\frac{0.0489435}{1-0.0489435/3}=0.0497552,\qquad E_a=\frac{0.0489435}{1-0.0489435/6}=0.0493460 .$$

The errors are $+11.08$ meV (consistent), $-11.01$ meV (lumped) and $-0.055$ meV (averaged). The leading estimates $\theta^2/12=0.822\,\%$ and $-\theta^4/240=-0.0041\,\%$ can be compared with the first row below, which lists errors relative to the exact energy.

| $n$ | exact (hartree) | consistent (%) | lumped (%) | averaged (%) |
|---|---|---|---|---|
| 1 | 0.04935 | +0.825 | −0.820 | −0.0041 |
| 2 | 0.19739 | +3.33 | −3.25 | −0.066 |
| 5 | 1.23370 | +21.6 | −18.9 | −2.73 |
| 9 | 3.99719 | +39.6 | −51.2 | −27.7 |

The gain belongs to well-resolved waves. For $n=9$ the wavelength is $2h/0.9$, little more than two elements, and the averaged scheme is also badly wrong.

Going from 10 to 20 elements divides the consistent ground-state error by 4.01 and the averaged one by 16.05, as errors of order $h^2$ and $h^4$ should.

The loss of the bound can be seen on a single vector, $v_j=\sin(\pi j/10)$. Its numerator $\frac12v^TKv$ is 0.2447174 hartree bohr. The true norm of the piecewise linear function is 4.9184275 bohr, and the averaged norm is 4.9592138 bohr. The quotients are

$$\frac{0.2447174}{4.9184275}=0.0497552,\qquad\frac{0.2447174}{4.9592138}=0.0493460\ \text{hartree},$$

one on each side of the exact 0.0493480. The function has not improved. Its norm has been counted differently.

## Variation 1: unequal elements

**Question.** Let the element lengths $h_e$ vary, with the averaging done element by element. Does the $h^2$ error still cancel, and are the energies still below the exact ones?

**Solution.** Let $u$ be a normalized exact state, $\lambda=2E$, and $u_I$ the piecewise linear function through its nodal values. On each element $\varphi_i'$ is constant and $u-u_I$ vanishes at both ends, so $\int\varphi_i'(u-u_I)'dx=0$. The nodal values therefore satisfy $(Kv)_i=\int\varphi_i'u'dx=\lambda\int\varphi_iu\,dx$, and they solve the discrete problem up to a residual $r=Kv-\lambda M_av$. For any nodal vector $w$ with piecewise linear function $w_h$, $w^Tr=\lambda\big[\int w_h(u-u_I)dx-\sum_e\frac{h_e^2}{12}\int_ew_h'u_I'dx\big]$, using $M_a^e=M_c^e+\frac{h_e^2}{12}K^e$ on each element. This is bounded by a constant times $h^2(w^TKw)^{1/2}$, with $h$ the largest element length, so the residual is of order $h^2$ when measured against the energy norm. The quotient is stationary at its eigenvectors, so inserting $v$ gives the eigenvalue up to order $h^4$.

To leading order $u_I-u=\frac12s(h_e-s)u''$ on an element. The mean of $\frac12s(h_e-s)$ is $h_e^2/12$, and the mean of its squared derivative, $\frac14(h_e-2s)^2$, is also $h_e^2/12$. Define

$$S=\sum_e\frac{h_e^2}{12}\int_eu^2dx,\qquad D=\sum_e\frac{h_e^2}{12}\int_eu'^2dx .$$

With $u''=-\lambda u$ and the orthogonality above,

$$\int u_I'^2dx=\lambda-\int(u'-u_I')^2dx=\lambda-\lambda^2S,\qquad\int u_I^2dx=1+2\int u(u_I-u)dx=1-2\lambda S .$$

Averaging adds $\frac{h_e}{12}(v_2-v_1)^2$ per element, where $v_1,v_2$ are its two nodal values. This is $\frac{h_e^2}{12}\int_eu_I'^2dx$, and in total it gives $D$. Thus

$$2E_a=\frac{\lambda-\lambda^2S}{1-2\lambda S+D}\approx\lambda+\lambda^2S-\lambda D,$$

$$E_a-E\approx\frac\lambda{24}\sum_eh_e^2\int_e(\lambda u^2-u'^2)\,dx .$$

For equal elements the sum is $h^2(\lambda-\lambda)=0$. Otherwise an $h^2$ error survives unless the weighted sum happens to vanish. It does vanish at this order when two lengths alternate from element to element, and for the ground state when each half of the box has its own uniform length, since $\lambda u^2-u'^2$ then integrates to zero over each half. In the ground state of the box, $\lambda u^2-u'^2=-(2\lambda/L)\cos(2\pi x/L)$, which is negative near the walls and positive in the middle. Elements that are longer near the walls lower the energy, and elements that are longer in the middle raise it.

Take $L=10$ bohr and nodes $x=L[t+a\sin(2\pi t)/2\pi]$ with $t=j/80$. Numerical diagonalization gives errors of $-3.76\times10^{-6}$ hartree for $a=0.3$ (longer near the walls) and $+3.76\times10^{-6}$ hartree for $a=-0.3$. The formula gives $\mp3.76\times10^{-6}$. The averaged scheme thus provides neither an upper nor a lower bound in general.

## Variation 2: a potential

**Question.** Add a smooth potential $V(x)$ on a uniform mesh. Is it enough to average the mass matrix?

**Solution.** Now $u''=2(V-E)u$. Let $W$ be the potential matrix. Inserting the nodal values as before, the first-order shift is $\frac12\delta K+\delta W-E\,\delta M$, where $\delta$ marks the deviation of each quadratic form from its exact integral. Define

$$T=\int u''^2dx,\qquad P=\int Vuu''dx,\qquad J=\int uu''dx .$$

The equation for $u''$ gives $P-EJ=\frac12T$. From Variation 1, $\delta K=-h^2T/12$ and $\delta M_c=h^2J/6$. For the exactly integrated potential, $W_{ij}=\int\varphi_iV\varphi_jdx$, likewise $\delta W=h^2P/6$. Lumped forms are trapezoidal sums. Their $h^2$ error depends on the end slopes of $u^2$ and $Vu^2$, which vanish with $u$. The shifts are:

- Consistent: $h^2\big(-\frac T{24}+\frac{P-EJ}6\big)=+\frac{h^2T}{24}$.
- Lumped mass and potential: $-\frac{h^2T}{24}$.
- Averaged mass, exactly integrated potential: $h^2\big(-\frac T{24}+\frac P6-\frac{EJ}{12}\big)=\frac{h^2P}{12}$, using $EJ=P-\frac12T$.

So averaging the mass alone leaves an $h^2$ error whenever $P\ne0$. Adding a constant $c$ to $V$ changes $P$ by $cJ$, with $J=-\int u'^2dx\ne0$, so the size and sign of this error depend on the zero of energy. For the oscillator ground state below, $P=\frac18-\frac c2$. To cancel the $h^2$ error for any choice of that zero, the potential term must be averaged too. The mean of the exactly integrated and lumped potential matrices has $\delta W=h^2P/12$, and the shift $h^2\big(-\frac T{24}+\frac{P-EJ}{12}\big)$ vanishes. Another choice, $M_a\,\mathrm{diag}(V_j)$, is the Numerov scheme and is the one used below (its $h^4$ error need not equal that of the mean of the two potential matrices):

$$\tfrac12Kv+M_a\,\mathrm{diag}(V_j)\,v=EM_av\quad\Rightarrow\quad\big[\tfrac12M_a^{-1}K+\mathrm{diag}(V_j)\big]v=Ev .$$

Since $M_a=M_l-\frac{h^2}{12}K$ and $M_l$ is $h$ times the unit matrix, $M_a$ commutes with $K$, and the bracket is symmetric. The potential is now exact at the nodes. The kinetic energy of each sine component is shifted by $-\frac{k^2}2\frac{(kh)^4}{240}=-\frac{h^4k^6}{480}$, which contributes $-\frac{h^4}{480}\int u'''^2dx$. For the complete $h^4$ shift, insert the nodal values of $u$. The second difference divided by $h^2$ expands as $u''+\frac{h^2}{12}u''''+\frac{h^4}{360}u^{(6)}$, and the stencil $(1,10,1)/12$ applied to $u''$ expands as $u''+\frac{h^2}{12}u''''+\frac{h^4}{144}u^{(6)}$. The residual at node $j$ is therefore $h\,\frac{h^4}{480}u^{(6)}(x_j)$, and the level shifts by $\frac{h^4}{480}\int uu^{(6)}dx$. At the walls $u=u''=0$ and $u''''=4V'u'$, so three integrations by parts give the shift $-\frac{h^4}{480}\int u'''^2dx-\frac{h^4}{120}\big[V'u'^2\big]_0^L$. The wall term drops out when $V'$ vanishes at the walls or the state has decayed before reaching them.

For $V=x^2/2$ with distant walls, the ground state has $E=\frac12$, $u''=(x^2-1)u$ and $u'''=(3x-x^3)u$. The averages of $x^2,x^4,x^6$ are $\frac12,\frac34,\frac{15}8$. Hence $T=\frac34-1+1=\frac34$, $P=\frac12(\frac34-\frac12)=\frac18$ and $\int u'''^2dx=\frac92-\frac92+\frac{15}8=\frac{15}8$. Diagonalization with $h=0.05$ bohr and walls at $\pm8$ bohr gives these errors in hartree:

| treatment | leading shift | computed error |
|---|---|---|
| consistent | $+h^2/32$ | $+7.81\times10^{-5}$ |
| lumped | $-h^2/32$ | $-7.81\times10^{-5}$ |
| mass averaged only | $+h^2/96$ | $+2.60\times10^{-5}$ |
| Numerov, $M_a$ with $M_a\,\mathrm{diag}(V_j)$ | $-h^4/256$ | $-2.44\times10^{-8}$ |
